# Full-contrast lines from a transparent phase grating at quarter Talbot distance

## A mask that prints nothing

Put a clear glass grating in contact with a photoresist and expose it. Its ridges delay the light and its grooves do not, but apart from small reflections both transmit all of it. The resist responds to intensity, which in the thin-mask model is the same everywhere, so no pattern is recorded. Moving the resist away makes a pattern appear, but at a badly chosen distance its contrast is poor or zero. We need the distance and the phase step at which the hidden phase pattern becomes a pattern of bright and dark lines.

For equal ridges and grooves and a phase step of $\pi/2$, a suitable distance is one quarter of the full Talbot distance. In the paraxial model the intensity there is twice the incident value behind the ridges and zero behind the grooves.

## Setting and conventions

The grating has period $p$ along $x$ and is unbounded. It is thin, so it multiplies the incident field by a function $t(x)$. It is lossless, so $|t|=1$:

$$t=e^{i\phi}\ \text{on ridges }(0<x<p/2),\qquad t=1\ \text{in grooves }(p/2<x<p).$$

The light is a monochromatic plane wave of unit intensity at normal incidence. The time factor is $e^{-i\omega t}$, so a wave travelling towards positive $z$ varies as $e^{ikz}$, and thicker glass gives a positive $\phi$. The field is treated as a scalar.

In atomic units $k=\omega/c$, where $c$ is the inverse fine-structure constant, and the wavelength is $\lambda=2\pi c/\omega$.

## How the orders travel

A periodic field is a sum of diffraction orders, $t(x)=\sum_n t_n e^{2\pi i n x/p}$. Each order must satisfy the wave equation, so its transverse and axial wave numbers obey $(2\pi n/p)^2+k_z^2=k^2$. With $2\pi/k=\lambda$,

$$k_z=k\sqrt{1-\left(\frac{n\lambda}{p}\right)^2}
\approx k-\frac{k}{2}\frac{n^2\lambda^2}{p^2}
=k-\frac{\pi\lambda n^2}{p^2}.$$

Keeping the first correction is the paraxial approximation. The factor $e^{ikz}$ is common to all orders and does not affect intensity. Dropping it leaves

$$u(x,z)=\sum_n t_n\,e^{-i\pi\lambda z n^2/p^2}\,e^{2\pi i n x/p}.$$

At $z=2p^2/\lambda$ each phase factor is $e^{-2\pi i n^2}=1$, and the mask field returns. This defines the full Talbot distance,

$$z_T=\frac{2p^2}{\lambda}=\frac{\omega p^2}{\pi c}.$$

At half this distance the factor is $e^{-i\pi n^2}=(-1)^n$, which shifts the field by $p/2$. The name Talbot distance is sometimes given to $p^2/\lambda$. One quarter of that shorter length is $z_T/8$, a different plane with lower contrast, as shown below.

## Splitting the mask into two parts

Let $s(x)=+1$ in grooves and $-1$ on ridges. Then

$$t=A+Bs,\qquad A=\frac{1+e^{i\phi}}2,\qquad B=\frac{1-e^{i\phi}}2,$$

since $A+B=1$ and $A-B=e^{i\phi}$. Taking out the factor $e^{i\phi/2}$ gives

$$A=e^{i\phi/2}\cos\frac\phi2,\qquad B=-i\,e^{i\phi/2}\sin\frac\phi2 .$$

Because ridges and grooves are equally wide, $s(x+p/2)=-s(x)$. A shift by $p/2$ multiplies order $n$ by $(-1)^n$, so $s$ contains odd orders only. The constant $A$ is the zero order, and no other even order is present.

The square of an odd number is 1 modulo 8, because $(2j+1)^2=4j(j+1)+1$ and $j(j+1)$ is even. At $z=mz_T/8$, with $m$ an integer, the propagation phase is

$$\frac{\pi\lambda z n^2}{p^2}=\frac{m\pi}{4}n^2=\theta+2\pi\times\text{integer},\qquad \theta=\frac{m\pi}4,$$

for every odd $n$. All odd orders therefore receive the same factor $e^{-i\theta}$, and the square wave keeps its shape:

$$u=A+e^{-i\theta}Bs .$$

## The intensity

Since $s^2=1$ away from the edges,

$$I=|A|^2+|B|^2+2s\,\mathrm{Re}\left(A^*Be^{-i\theta}\right).$$

The first two terms add to $\cos^2(\phi/2)+\sin^2(\phi/2)=1$. In the last term the factors $e^{\pm i\phi/2}$ cancel:

$$A^*B=-i\cos\frac\phi2\sin\frac\phi2=-\frac i2\sin\phi .$$

With $\mathrm{Re}(-ie^{-i\theta})=-\sin\theta$, this gives

$$\boxed{I=1-s\,\sin\phi\,\sin\theta,\qquad \theta=\frac{m\pi}{4}}$$

At $z_T/4$ we have $m=2$ and $\theta=\pi/2$. The intensity is $1+\sin\phi$ behind ridges and $1-\sin\phi$ behind grooves. For $\phi=\pi/2$ these are 2 and 0. There is one bright line per mask period, with width $p/2$.

Other cases follow from the same formula.

- At the mask, $\theta=0$ and $I=1$: the contact exposure records nothing.
- At $z_T/8$, $\sin\theta=1/\sqrt2$. The contrast $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ is then $0.7071$ for $\phi=\pi/2$.
- At $3z_T/4$, $\sin\theta=-1$, and bright and dark lines exchange places.
- For $\phi=\pi$ the zero order vanishes and $I=1$ at all these planes. A stronger phase step is not necessarily better.
- For small $\phi$ the quarter-plane intensity is approximately $1\pm\phi$, a weak pattern linear in the phase.

The law can be tested without diffraction orders. The paraxial field is also the Fresnel integral

$$u(x,z)=\frac1{\sqrt{i\lambda z}}\int_{-\infty}^{\infty}t(x')\,e^{i\pi(x-x')^2/(\lambda z)}\,dx'.$$

This integral was summed ridge by ridge over 20,001 ridges, for $m=1,\dots,7$ and $\phi=0.7,\ \pi/2,\ \pi$, at points at least $0.04p$ from an edge. The largest difference from the boxed law was $8.4\times10^{-4}$ in units of the incident intensity.

## Where the light from the dark lines goes

For $\phi=\pi/2$, $|A|^2=|B|^2=1/2$. The zero order carries half the power, and the odd orders together carry the other half. Each first order carries $2/\pi^2=0.2026$.

At the mask, $B/A=-i\tan(\phi/2)=-i$. The two parts are a quarter cycle apart, so their interference term vanishes. Travel to $z_T/4$ multiplies the odd part by another $-i$, and the ratio becomes $-1$:

$$u=A(1-s).$$

On ridges, $s=-1$ and the two equal amplitudes add. In grooves, $s=+1$ and they cancel. Doubling an amplitude of squared size $1/2$ gives intensity 2. Averaged over a period, $(2+0)/2=1$, so all the incident power is still present. The dark lines are made by redistribution, with no absorption.

## If the phase step or the duty is wrong

Let $\phi=\pi/2+\epsilon$. The dark intensity at the quarter plane is

$$1-\sin\phi=1-\cos\epsilon\approx\frac{\epsilon^2}{2}.$$

The error enters at second order. An etch depth 5 % too large gives $\epsilon=0.05\,\pi/2$ and a dark intensity of 0.0031.

A duty error acts differently, because further even orders appear. For any periodic mask, the even and odd parts are

$$t_{\rm e}=\frac{t(x)+t(x+p/2)}2,\qquad t_{\rm o}=\frac{t(x)-t(x+p/2)}2 .$$

At $z_T/4$ the factor $e^{-i\pi n^2/2}$ is 1 for even $n$ and $-i$ for odd $n$. Hence

$$u=t_{\rm e}-it_{\rm o}=\frac{(1-i)\,t(x)+(1+i)\,t(x+p/2)}2 .$$

The field is a sum of two copies of the mask. With mask values 1 and $i$ there are these possibilities:

- $t(x)=i$ and $t(x+p/2)=1$ give $u=1+i$ and $I=2$;
- $t(x)=1$ and $t(x+p/2)=i$ give $u=0$ and $I=0$;
- two equal values give $u=t$ and $I=1$.

If ridges fill a fraction $D$ of the period, two strips per period, each of width $|D-1/2|p$, have equal values in both copies. They receive intensity 1. For $D=0.40$, the Fresnel integral at $x/p=0.20,\ 0.45,\ 0.70,\ 0.95$ gives $2.000,\ 1.000,\ 0.000,\ 1.000$. Half duty is therefore needed for a two-level image at this plane with this phase step. Other duties can give two levels at other planes: for $D=1/3$ and $\phi=\pi/2$ the paraxial intensity at $z_T/3$ is 2.82 behind ridges and 0.089 behind grooves.

## Beyond the paraxial approximation

Sharp edges need high orders, and high orders travel at large angles. The next term in the expansion of $k_z$ is $-k(n\lambda/p)^4/8$. Over the distance $z_T/4=p^2/(2\lambda)$ it changes the phase of order $n$ by a further $-\delta_n$, where

$$\delta_n=\frac{2\pi}{\lambda}\,\frac{p^2}{2\lambda}\,\frac{n^4\lambda^4}{8p^4}
=\frac{\pi\lambda^2}{8p^2}\,n^4 .$$

The first orders may be nearly perfect while higher ones are out of step. The phase error reaches $\pi/2$ near $n=\sqrt{2p/\lambda}$.

The light this puts into the dark lines can be calculated for $\phi=\pi/2$. The Fourier coefficients of $s$ have size $2/(\pi|n|)$ for odd $n$, so each odd order has power $2/(\pi^2n^2)$. Its error amplitude is its ideal amplitude times $e^{-i\delta_n}-1$, a factor whose squared size is $2(1-\cos\delta_n)$. Adding positive and negative orders gives the mean error intensity

$$\bar I_{\rm dark}=\frac8{\pi^2}\sum_{n=1,3,5,\dots}\frac{1-\cos\delta_n}{n^2}.$$

This is also the mean over the dark half alone. The error field has only odd orders, so it changes sign under a shift by $p/2$ and has the same mean intensity in both halves. In the dark half the ideal field is zero, so the error is the whole field.

When $\lambda\ll p$, many orders contribute. Their spacing is 2, so the sum becomes half an integral. Put $b=\pi\lambda^2/(8p^2)$ and $n=b^{-1/4}v$:

$$\bar I_{\rm dark}\approx\frac4{\pi^2}\,b^{1/4}K,\qquad
K=\int_0^\infty\frac{1-\cos v^4}{v^2}\,dv .$$

Substitute $w=v^4$, so that $dv=\tfrac14w^{-3/4}dw$, and integrate by parts. The boundary terms vanish:

$$K=\frac14\int_0^\infty(1-\cos w)\,w^{-5/4}dw=\int_0^\infty w^{-1/4}\sin w\,dw .$$

The last integral is the imaginary part of $\int_0^\infty w^{-1/4}e^{iw}dw$. Turning the path to $w=iy$ makes this $i^{3/4}\int_0^\infty y^{-1/4}e^{-y}dy=e^{3\pi i/8}\,\Gamma(3/4)$. Thus $K=\Gamma(3/4)\sin(3\pi/8)$, and

$$\bar I_{\rm dark}\approx\frac4{\pi^2}\left(\frac\pi8\right)^{1/4}\Gamma\!\left(\frac34\right)\sin\frac{3\pi}8\,\sqrt{\frac\lambda p}
=0.3632\sqrt{\frac\lambda p}.$$

The square root makes the approach to zero slow. The derivation keeps only the fourth-power phase error and lets all orders propagate, although those with $|n|>p/\lambda$ are evanescent. A scalar calculation with the full square root in $k_z$ tests both simplifications. At $\lambda/p=0.0002$ it gives 0.00512, against 0.00514 from the law. At $\lambda/p=0.0365$ it gives 0.0678 against 0.0694.

## Worked example: a silica mask at 365 nm

Take a fused-silica mask with $p=10.0$ um and the mercury i-line, $\lambda=365$ nm, with photon energy 3.397 eV. The silica index is roughly $n_{\rm g}=1.47$. A ridge of height $d$ replaces air by glass and adds the phase $k(n_{\rm g}-1)d$. Setting this to $\pi/2$ gives

$$d=\frac{\lambda}{4(n_{\rm g}-1)}=\frac{365}{4\times0.47}\ \text{nm}\approx194\ \text{nm}.$$

The distances are

$$z_T=\frac{2\times10.0^2}{0.365}\ \text{um}=547.9\ \text{um},\qquad
\frac{z_T}{4}=137.0\ \text{um}=2.589\times10^6\ \text{bohr}.$$

The paraxial image has bright and dark lines 5 um wide. The table gives the scalar result without the paraxial approximation. "Dark mean" covers the whole dark half; "dark peak" and "bright low" refer to the central half of each line. The width is the total width per period with intensity above 1.

| Case | Dark mean | Dark peak | Bright low | Width (um) |
|---|---|---|---|---|
| Ideal source | 0.068 | 0.113 | 1.42 | 4.58 |
| Gap + 5 um | 0.140 | 0.111 | 1.72 | 4.22 |
| Bandwidth | 0.068 | 0.092 | 1.76 | 4.56 |
| Source angle | 0.075 | 0.046 | 1.82 | 4.59 |
| Both source effects | 0.075 | 0.044 | 1.82 | 4.59 |

The bandwidth is 4 nm in full and the source half-angle is 0.10 degree. Both are averaged uniformly, at the nominal gap, with 21 points for each variable. The angle is averaged over tilts across the lines only; a uniform round source of the same half-angle gives a dark mean of 0.073 in place of 0.075. Finer sampling changes the bandwidth row slightly: with 400 wavelengths its dark peak is 0.093 and its bright low 1.75. The other averaged entries change by at most 0.01.

Even with an ideal source, the dark half receives on average 3.4 % of the ideal bright intensity 2. The lines also carry ripple. Order 7 is the highest whose phase error stays below $\pi/2$.

The width is below 5 um partly because of the chosen threshold. About a mask edge, $s$ is a sine series. At normal incidence, propagation gives orders $n$ and $-n$ the same phase, so the odd part remains zero at the edge. There $I=|A|^2=1/2$, and the level 1 is first reached inside the bright line.

A gap error $\Delta z$ adds a phase $(\pi/2)n^2\Delta z/(z_T/4)$. For a gap 5 um too large it has the same sign as the non-paraxial error, and the dark mean about doubles. A slightly smaller gap partly compensates that error: 2 um below the nominal gap, the dark mean for an ideal source falls to about 0.036. The dependence on the gap is not monotonic: the dark mean is 0.071 at 0.5 um below, 0.049 at 1 um below, about 0.035 near 2.3 um below and 0.053 at 3 um below. The paraxial quarter plane is therefore a starting point for setting the gap, and not exactly the darkest plane.

Tilted light moves the image. A tilt $\alpha$ adds $k\sin\alpha$ to every transverse wave number. The cross term in the paraxial phase is $-2\pi nz\sin\alpha/p$, which is a shift by $z\sin\alpha$. At 0.10 degree the shift is 0.239 um. Averaging over displaced images smooths the ripple, which lowers the dark peak, while light carried across the edges raises the dark mean.

## Reflections and polarisation

Light can reflect from the resist, return to the mask and reflect again. With a rough resist index of 1.7, the product of the two reflection amplitudes is

$$r=\frac{0.47}{2.47}\times\frac{0.70}{2.70}=0.0493 .$$

After the return trip the light has travelled $z_T/2$, so the mask pattern arrives shifted by $p/2$. Ridges now have the value 1 and grooves $i$. Reflection at the ridges, which stand closer to the resist by $d$, changes their phase by $-\delta$, with $\delta=4\pi d/\lambda=\pi/0.47$. The ridge phase relative to the grooves is $-\pi/2-\delta$. One more quarter distance gives, in the dark lines,

$$I_{\rm echo}=r^2\left[1-\sin\left(-\frac\pi2-\delta\right)\right]=r^2(1+\cos\delta)=0.0047 .$$

If the echo were coherent with the direct light, the bright lines would vary by about $\pm2$ % as the gap changes. The extra path is 274 um, while the coherence length $\lambda^2/\Delta\lambda$ is about 33 um, so this interference should largely average out. The estimate is paraxial and includes one round trip. It leaves out the back face of the mask plate, which without an antireflective coating reflects about as strongly as the front.

For an electric field in the plane of diffraction, the fields of different orders are not parallel. Between orders 0 and 7 the overlap is reduced by 3.3 %, and between orders 7 and −7 by 13 %. The effect on the mean image is much smaller: if each order keeps its scalar amplitude, the dark mean for an ideal source changes by less than 0.001. The fine ripple is more sensitive: for this polarisation the dark peak of the ideal-source row falls from 0.113 to 0.080 and the bright low rises from 1.42 to 1.58.

The etch depth is only 0.14 % of the gap, but the relief is not perfectly thin: the spreading of light inside it raises the dark mean for an ideal source from 0.068 to between about 0.075 and 0.083. The value depends on whether reflections within the relief are included and on whether the gap is measured from the ridge tops or the groove floors. The upper part of this range is for an electric field along the lines, with reflections included.

## Beside a real exposure tool

The wavelength and the transparent silica mask correspond to i-line proximity exposure. The result depends strongly on the source half-angle, taken here as 0.10 degree. That is a well-collimated source; in many mask aligners the angle is of the order of a degree. At one degree the shift would be about 2.4 um, nearly half a line width, and a uniform source would spread each line edge into a ramp almost as wide as a line. The model also assumes an antireflective layer under the resist and leaves out resist chemistry. A real mask ends: order $n$ moves sideways by $n\lambda z/p=np/2$ on its way, which is about 35 um for order 7, so the image is incomplete near the border. Using this plane for printing thus requires control of gap, duty and source angle, as well as the correct etch depth.

## Numbers as computed

```
TESTS OF THE PARAXIAL LAW (unit incident intensity)
largest error, 7 planes x 3 phase steps: 8.4e-04
quarter plane, lowest bright intensity: 1.9998
quarter plane, highest dark intensity: 9.6e-09
quarter plane, mean intensity: 1.0000
one-eighth plane, contrast: 0.7071
power in zero order: 0.500
power in each first order: 0.2026
wrong duty used in test: 0.40
its intensities at x/p = 0.20, 0.45, 0.70, 0.95:
  2.000, 1.000, 0.000, 1.000
NON-PARAXIAL LEAKAGE (mean intensity over dark half)
coefficient of sqrt(wavelength/period): 0.3632
wavelength/period = 0.0002: computed 0.00512, law 0.00514
wavelength/period = 0.0365: computed 0.0678, law 0.0694
WORKED EXAMPLE
wavelength: 365 nm
photon energy: 3.397 eV
mask period: 10.0 um
silica index (rough): 1.47
resist index (rough): 1.70
etch depth for pi/2: 194.1 nm
full Talbot distance: 547.9 um
exposure gap, one quarter: 137.0 um = 2.5887e+06 bohr
NEGLECTED EFFECTS
gap error: 5.0 um
bandwidth, full width: 4.0 nm
source half-angle: 0.10 degree
pattern shift at that angle: 0.239 um
columns: mean over dark half; highest in central half of dark line;
lowest in central half of bright line; width above intensity 1 (um)
ideal source, exact gap: 0.0678; 0.1127; 1.423; 4.58
gap error: 0.1402; 0.1107; 1.719; 4.22
bandwidth: 0.0683; 0.0917; 1.763; 4.56
source angle: 0.0749; 0.0456; 1.818; 4.59
bandwidth and angle: 0.0746; 0.0436; 1.822; 4.59
etch depth error: 5 %
dark intensity it causes: 0.0031
highest order with phase error below pi/2: 7
its in-plane polarisation loss, 1-cos: 0.0332
etch depth / gap: 0.00142
echo amplitude, resist and mask: 0.0493
echo intensity in dark lines: 0.0047
bright-line ripple if coherent: +/-2.0 %
coherence length: 33.3 um
echo extra path: 274.0 um
```
